# Orbital magnetization of a crystal from wave packets, with Haldane-model tests, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Statement and wave-packet dynamics

A calculation of the orbital moment of a magnetic crystal, for instance for two directions of the magnetization in a study of anisotropy, has to decide what to sum over the occupied Bloch states. The moment operator $-\tfrac12\mathbf r\times\mathbf v$ contains the position, which is unbounded, and it has no expectation value in a state that fills the whole crystal. One finite candidate is the moment $m_n(\mathbf k)$ that a wave packet carries by rotating about its own centre. The theorem below states that the sum of these moments is one of two terms. The other arises because the field changes the number of states per unit volume of phase space. In the Haldane model of Part II, an ordinary insulator has a self-rotation term of $0.003818$ and a total of $0.000478$ atomic units, and a Chern insulator has $+0.015630$ against a total of $-0.001749$ at chemical potential $\mu=-0.02$ Ha (its total depends on $\mu$ within the gap), so the decision can change both the size and the sign of the answer.

### Conventions and assumptions

Hartree atomic units are used, $e=\hbar=m_e=1$, and the electron has charge $-1$. The crystal is two-dimensional and $\mathbf B=B\hat{\mathbf z}$. For plane vectors, $(\mathbf a\times\mathbf b)_z=\epsilon_{\alpha\beta}a_\alpha b_\beta=a_xb_y-a_yb_x$. Acting on functions of $\mathbf k$, $\partial_\alpha$ means $\partial/\partial k_\alpha$.

**A1.** The electrons are spinless and independent, with a lattice-periodic one-particle Hamiltonian $H$. A mean field is admitted if it is held fixed as $B$ changes. Spin moments are left out.

**A2.** The field enters by minimal coupling, $\mathbf p\to\mathbf p+\mathbf A$. In tight binding the position operator is diagonal with the site positions $\mathbf r_i$ as eigenvalues, and $H_{ij}\to H_{ij}\exp(-i\int_{\mathbf r_j}^{\mathbf r_i}\mathbf A\cdot d\mathbf l)$ along the straight line. A diagonal position operator gives no velocity between orbitals on the same site, so such a model leaves out the intra-atomic orbital moment (a $p_\pm$ level of an isolated atom has zero moment in it). For a real magnetic crystal, (1) and (2) must be evaluated with the full velocity operator.

**A3.** The bands $\varepsilon_n(\mathbf k)$ do not touch. They are the eigenvalues of $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, with cell-periodic eigenstates $u_n$ and $\langle u_n|u_n\rangle=1$ over one cell.

**A4.** The limit $B\to0$ is taken at temperature $T>0$, or at $T=0$ with the chemical potential $\mu$ in a gap.

**A5.** Two semiclassical rules hold to first order in $B$. A packet made from one band moves by the time-dependent variational principle within that band, and each quantum state occupies a volume $(2\pi)^2$ of the four-dimensional phase space measured in canonical coordinates.

A5 is the assumption on which the proof rests. It is not derived here from the Schrödinger equation. Its consequences are compared in Part II with direct diagonalizations that do not use it.

Differentiating the definition of $H_{\mathbf k}$ gives $\partial_\alpha H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\,i[H,r_\alpha]\,e^{i\mathbf k\cdot\mathbf r}$, so $\partial_\alpha H_{\mathbf k}$ is the velocity $\mathbf v=i[H,\mathbf r]$ acting on cell-periodic functions. This requires that tight-binding Bloch phases carry the true site positions.

### Theorem

Let $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$ and $g(\varepsilon)=-T\ln(1+e^{-(\varepsilon-\mu)/T})$, so that $g'=f$. Let $G=\mathrm{Tr}\,g(H)$ be the grand potential and define $M=-\partial(G/\text{area})/\partial B$ at $B=0$ and fixed $\mu,T$. Under A1 to A5,

$$M=\sum_n\int_{\rm BZ}\frac{d^2k}{(2\pi)^2}\,\big[m_n f(\varepsilon_n)-\Omega_n\,g(\varepsilon_n)\big],\tag{1}$$

$$m_n=\mathrm{Im}\langle\partial_xu_n|(H_{\mathbf k}-\varepsilon_n)|\partial_yu_n\rangle,\qquad \Omega_n=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle.\tag{2}$$

The unit of $M$ is $e\hbar/m_e$ per bohr$^2$, and the Bohr magneton is $0.5000$ in units of $e\hbar/m_e$. Lemmas 1 to 3 give the energy $\varepsilon-mB$ of a packet, and Lemmas 4 and 5 give the density of states $(1+B\Omega)/(2\pi)^2$. The band index is dropped while one band is considered.

### Lemma 1 (coupling)

(a) For constant $\mathbf A_0$, $H(\mathbf A+\mathbf A_0)=e^{-i\mathbf A_0\cdot\mathbf r}H(\mathbf A)e^{i\mathbf A_0\cdot\mathbf r}$. (b) In the symmetric gauge about a point $\mathbf c$, $\mathbf A=\tfrac B2\hat{\mathbf z}\times(\mathbf r-\mathbf c)$, the first-order change is $\delta H=-B\hat m$ with the Hermitian operator $\hat m=-\tfrac12[(\mathbf r-\mathbf c)\times\mathbf v]_z$. (c) In a finite system $-\partial G/\partial B=\mathrm{Tr}[f(H)\hat m]$, independent of $\mathbf c$.

*Proof.* (a) The extra Peierls factor is $e^{-i\mathbf A_0\cdot(\mathbf r_i-\mathbf r_j)}$, which is the stated conjugation; in the continuum $e^{-i\mathbf A_0\cdot\mathbf r}\mathbf p\,e^{i\mathbf A_0\cdot\mathbf r}=\mathbf p+\mathbf A_0$.

(b) For $\mathbf A$ linear in $\mathbf r$ the line integral is $\mathbf A(\bar{\mathbf r})\cdot(\mathbf r_i-\mathbf r_j)$ with $\bar{\mathbf r}$ the midpoint. Expanding the exponential gives $\delta H_{ij}=\mathbf A(\bar{\mathbf r})\cdot iH_{ij}(\mathbf r_j-\mathbf r_i)=\mathbf A(\bar{\mathbf r})\cdot\mathbf v_{ij}$. Because $\mathbf A(\bar{\mathbf r})=\tfrac12[\mathbf A(\mathbf r_i)+\mathbf A(\mathbf r_j)]$, this is $\delta H=\tfrac12(\mathbf A\cdot\mathbf v+\mathbf v\cdot\mathbf A)$, the same form as in the continuum. With $\mathbf A=\tfrac B2(-(y-c_y),\,x-c_x)$, one has $\mathbf A\cdot\mathbf v=\tfrac B2[(\mathbf r-\mathbf c)\times\mathbf v]_z$. The two orderings differ by $\tfrac B2([x,v_y]-[y,v_x])=\tfrac{iB}2([x,[H,y]]-[y,[H,x]])$, which vanishes by the Jacobi identity since $[x,y]=0$. Hence $\delta H=\tfrac B2[(\mathbf r-\mathbf c)\times\mathbf v]_z=-B\hat m$.

(c) By the Hellmann–Feynman theorem each level shifts by $-B\langle\hat m\rangle$, and $g'=f$. A change of $\mathbf c$ adds a multiple of $\mathrm{Tr}[f(H)\,i[H,\mathbf r]]$, which is zero because the trace is cyclic and $f(H)$ commutes with $H$. ∎

### Lemma 2 (centre of a packet)

Let $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, with $u_{\mathbf k}$ smooth near $\mathbf k_c$ and $\langle u_{\mathbf k}|u_{\mathbf k}\rangle=1$ over one cell as in A3. Inner products over the whole crystal are multiplied by the constant (cell area)$/(2\pi)^2$, so that $\langle\psi_{\mathbf k}|\psi_{\mathbf k'}\rangle=\delta(\mathbf k-\mathbf k')$. Let $W=\int d^2k\,w\,\psi_{\mathbf k}$ with $w=|w|e^{-i\gamma}$, $\int|w|^2=1$, and $|w|^2$ of mean $\mathbf k_c$ and small width $\sigma$. Then

$$\mathbf r_c=\langle W|\mathbf r|W\rangle=\int d^2k\,|w|^2\boldsymbol\rho(\mathbf k),\qquad \rho_\alpha=\partial_\alpha\gamma+\mathcal A_\alpha,\qquad\mathcal A_\alpha=i\langle u|\partial_\alpha u\rangle.\tag{3}$$

*Proof.* The product rule gives $\partial_\alpha\psi=ir_\alpha\psi+e^{i\mathbf k\cdot\mathbf r}\partial_\alpha u$, so $r_\alpha\psi=-i\partial_\alpha\psi+e^{i\mathbf k\cdot\mathbf r}i\partial_\alpha u$. Multiply by $w$ and integrate the first term by parts; the boundary term vanishes because $w$ is localized. The result is

$$r_\alpha W=\int d^2k\,e^{i\mathbf k\cdot\mathbf r}\,i\partial_\alpha(wu).\tag{4}$$

Functions with different $\mathbf k$ are orthogonal, so $\langle W|r_\alpha|W\rangle=\int[w^*i\partial_\alpha w+|w|^2\mathcal A_\alpha]$. Here $w^*i\partial_\alpha w=\tfrac i2\partial_\alpha|w|^2+|w|^2\partial_\alpha\gamma$, and the first piece integrates to zero. The Berry connection $\mathcal A_\alpha$ is real, since $\partial_\alpha\langle u|u\rangle=0$ makes $\langle u|\partial_\alpha u\rangle$ imaginary. ∎

The curl of the connection is the $\Omega$ of (2). The second-derivative terms cancel in $\partial_x\mathcal A_y-\partial_y\mathcal A_x=i\langle\partial_xu|\partial_yu\rangle-i\langle\partial_yu|\partial_xu\rangle$, and $i(z-z^*)=-2\,\mathrm{Im}\,z$.

### Lemma 3 (moment and energy of a packet)

If the gradient of $\boldsymbol\rho$ stays bounded as $\sigma\to0$, then $-\tfrac12\langle W|[(\mathbf r-\mathbf r_c)\times\mathbf v]_z|W\rangle=m(\mathbf k_c)+O(\sigma^2)$. In a uniform field, the packet $W_B=e^{-i\mathbf A(\mathbf r_c)\cdot\mathbf r}W$ has energy $\varepsilon(\mathbf k_c)-m(\mathbf k_c)B$ up to terms of order $\sigma^2$ and $B^2/\sigma^2$.

*Proof.* Let $r_\alpha-r_{c\alpha}$ act to the left through (4), and let the velocity act to the right as $v_\beta W=\int e^{i\mathbf k\cdot\mathbf r}w\,\partial_\beta H_{\mathbf k}u$. Then

$$\Lambda\equiv\langle[(\mathbf r-\mathbf r_c)\times\mathbf v]_z\rangle=\epsilon_{\alpha\beta}\int d^2k\,\big\langle i\partial_\alpha(wu)-r_{c\alpha}wu\big|\partial_\beta H_{\mathbf k}\big|u\big\rangle\,w .$$

With $\Pi=1-|u\rangle\langle u|$ one has $i\partial_\alpha u=\mathcal A_\alpha u+i\Pi\partial_\alpha u$, and the bra splits into a part along $u$ and a part orthogonal to it:

$$i\partial_\alpha(wu)-r_{c\alpha}wu=\big[i\partial_\alpha w+(\mathcal A_\alpha-r_{c\alpha})w\big]u+w\,i\Pi\partial_\alpha u .$$

For the part along $u$, use $\langle u|\partial_\beta H_{\mathbf k}|u\rangle=\partial_\beta\varepsilon$ and $[\dots]^*w=-\tfrac i2\partial_\alpha|w|^2+|w|^2(\rho_\alpha-r_{c\alpha})$. The first piece gives, after integration by parts, $\tfrac i2\int|w|^2\epsilon_{\alpha\beta}\partial_\alpha\partial_\beta\varepsilon=0$, an antisymmetric sum over a symmetric tensor. In the second piece $\rho_\alpha-r_{c\alpha}$ has zero mean by (3), so $\partial_\beta\varepsilon(\mathbf k)$ may be replaced by $\partial_\beta\varepsilon(\mathbf k)-\partial_\beta\varepsilon(\mathbf k_c)$. Both factors are then $O(\sigma)$ where $|w|^2$ has weight, and the piece is $O(\sigma^2)$.

For the orthogonal part, differentiate $(H_{\mathbf k}-\varepsilon)u=0$ to get $(\partial_\beta H_{\mathbf k}-\partial_\beta\varepsilon)u+(H_{\mathbf k}-\varepsilon)\partial_\beta u=0$. Applying $\Pi$, with $\Pi u=0$ and $\Pi(H_{\mathbf k}-\varepsilon)=H_{\mathbf k}-\varepsilon$, gives

$$\Pi\,\partial_\beta H_{\mathbf k}\,u=-(H_{\mathbf k}-\varepsilon)\,\partial_\beta u.\tag{5}$$

The factor $i$ in the bra becomes $-i$, so this part is $\int|w|^2(-i)(-1)\epsilon_{\alpha\beta}\langle\partial_\alpha u|(H_{\mathbf k}-\varepsilon)|\partial_\beta u\rangle=\int|w|^2\,i(X-X^*)$ with $X=\langle\partial_xu|(H_{\mathbf k}-\varepsilon)|\partial_yu\rangle$. Thus $\Lambda=-2\int|w|^2\,\mathrm{Im}X+O(\sigma^2)$ and $-\tfrac12\Lambda=\mathrm{Im}X(\mathbf k_c)+O(\sigma^2)$.

For the energy, take $\mathbf A=\tfrac B2\hat{\mathbf z}\times\mathbf r=\mathbf A(\mathbf r_c)+\tfrac B2\hat{\mathbf z}\times(\mathbf r-\mathbf r_c)$. Lemma 1(a) removes the constant part, so $\langle W_B|H(\mathbf A)|W_B\rangle$ is the expectation in $W$ of the Hamiltonian in the symmetric gauge about $\mathbf r_c$. Lemma 1(b) gives $\varepsilon-mB$ to first order. The second-order term is of order $B^2\langle(\mathbf r-\mathbf r_c)^2\rangle\sim B^2/\sigma^2$. ∎

*Remark 1.* The second-order term is small against $mB$ when $|B|\ll\sigma^2$, that is when the packet is small against the magnetic length $|B|^{-1/2}$, while $\sigma$ must be small against the scale on which $u$ varies. Both conditions can be met as $B\to0$. The $O(\sigma^2)$ difference between $\int|w|^2\varepsilon$ and $\varepsilon(\mathbf k_c)$ is then larger than $mB$, but it does not depend on $B$ at fixed $\sigma$, so the coefficient of $-B$ in the energy is $m(\mathbf k_c)+O(\sigma^2)$. The label $\mathbf k_c$ is the gauge-invariant crystal momentum.

*Remark 2.* Projecting (5) on another band gives $\langle u_{n'}|\partial_\beta u_n\rangle=\langle u_{n'}|\partial_\beta H_{\mathbf k}|u_n\rangle/(\varepsilon_n-\varepsilon_{n'})$. Insert a complete set in (2). The term $n'=n$ drops out, being zero in $m_n$ and a product of two imaginary numbers in $\Omega_n$. Therefore

$$m_n=\sum_{n'\ne n}P_{nn'}(\varepsilon_{n'}-\varepsilon_n),\quad\Omega_n=-2\sum_{n'\ne n}P_{nn'},\quad P_{nn'}=\frac{\mathrm{Im}\,[(\partial_xH)_{n'n}^*(\partial_yH)_{n'n}]}{(\varepsilon_n-\varepsilon_{n'})^2}.\tag{6}$$

These forms do not depend on the phase of any $u_n$. Exchanging $n$ and $n'$ conjugates both matrix elements, so $P_{n'n}=-P_{nn'}$. The moment is an interband quantity and vanishes in a one-band model; an isolated band of a real crystal keeps a moment through the bands that such a model omits.

### Lemma 4 (equations of motion)

Let $\mathcal E(\mathbf r,\mathbf k)$ be the packet energy, $\varepsilon-mB$ plus any slowly varying potential, and drop the subscript $c$. The packet Lagrangian is $L=(\mathbf k-\mathbf A(\mathbf r))\cdot\dot{\mathbf r}+\boldsymbol{\mathcal A}(\mathbf k)\cdot\dot{\mathbf k}-\mathcal E$. With $D=1+B\Omega$ and subscripts on $\mathcal E$ for derivatives, the motion is

$$D\dot x=\mathcal E_{k_x}+\Omega\mathcal E_y,\quad D\dot y=\mathcal E_{k_y}-\Omega\mathcal E_x,\quad D\dot k_x=-\mathcal E_x-B\mathcal E_{k_y},\quad D\dot k_y=-\mathcal E_y+B\mathcal E_{k_x}.\tag{7}$$

*Proof.* By A5, $L=\langle W_B|i\partial_t-H|W_B\rangle$. The time derivative acts on the phase factor and on $w$. The phase factor gives $i(-i)\dot{\mathbf A}\cdot\langle\mathbf r\rangle=\dot{\mathbf A}\cdot\mathbf r_c$. The amplitude gives $\int w^*i\dot w=\int[\tfrac i2\partial_t|w|^2+|w|^2\partial_t\gamma]$, in which the first piece vanishes by normalization and the second tends to $\partial_t\gamma$ at $\mathbf k_c$ for a narrow packet. The chain rule and (3) give $\partial_t\gamma=\frac{d}{dt}\gamma(\mathbf k_c(t),t)-\dot{\mathbf k}_c\cdot(\mathbf r_c-\boldsymbol{\mathcal A})$. Total time derivatives do not affect the motion, so $d\gamma/dt$ is dropped, $\dot{\mathbf A}\cdot\mathbf r$ becomes $-\mathbf A\cdot\dot{\mathbf r}$, and $-\dot{\mathbf k}\cdot\mathbf r$ becomes $\mathbf k\cdot\dot{\mathbf r}$. This is the stated $L$. A gauge change of $\mathbf A$ or of $\boldsymbol{\mathcal A}$ adds another total derivative.

Write $\xi=(x,y,k_x,k_y)$ and $L=\theta_j\dot\xi_j-\mathcal E$ with $\theta=(k_x-A_x,\,k_y-A_y,\,\mathcal A_x,\,\mathcal A_y)$. The Euler–Lagrange equation $\dot\theta_i=(\partial_i\theta_j)\dot\xi_j-\partial_i\mathcal E$, with $\dot\theta_i=(\partial_j\theta_i)\dot\xi_j$, reads $\omega_{ij}\dot\xi_j=\partial_i\mathcal E$, where $\omega_{ij}=\partial_i\theta_j-\partial_j\theta_i$. The elements above the diagonal are

$$\omega_{xy}=-B,\quad\omega_{xk_x}=\omega_{yk_y}=-1,\quad\omega_{xk_y}=\omega_{yk_x}=0,\quad\omega_{k_xk_y}=\Omega.$$

The four rows give $\dot k_x=-\mathcal E_x-B\dot y$, $\dot k_y=-\mathcal E_y+B\dot x$, $\dot x=\mathcal E_{k_x}-\Omega\dot k_y$ and $\dot y=\mathcal E_{k_y}+\Omega\dot k_x$. The first two contain the Lorentz force $-\dot{\mathbf r}\times\mathbf B$ on a charge $-1$, and the last two contain the anomalous velocity $-\dot{\mathbf k}\times\Omega\hat{\mathbf z}$. Inserting $\dot k_y$ in $\dot x$ gives $\dot x=\mathcal E_{k_x}+\Omega\mathcal E_y-B\Omega\dot x$, the first of (7). Inserting $\dot y$ in $\dot k_x$ gives $\dot k_x=-\mathcal E_x-B\mathcal E_{k_y}-B\Omega\dot k_x$, the third. The pairs $(\dot y,\dot k_x)$ and $(\dot k_y,\dot x)$ give the other two in the same way. ∎

### Lemma 5 (density of states)

The number of states of one band in $d^2r\,d^2k$ is $(1+B\Omega)\,d^2r\,d^2k/(2\pi)^2$ to first order in $B$, and this measure is conserved by the flow (7).

*Proof.* A $4\times4$ antisymmetric matrix has determinant equal to the square of $\omega_{12}\omega_{34}-\omega_{13}\omega_{24}+\omega_{14}\omega_{23}=-B\Omega-1$, so $\det\omega=D^2$. For small $B$ the matrix is invertible, and it is the curl of $\theta$, so by Darboux's theorem canonical coordinates $\eta$ exist locally. In them $L=p\cdot\dot q-\mathcal E$ up to a total derivative, and $\omega$ becomes the standard matrix $J$ with $\det J=1$. Under the change of variables, $\omega=R^TJR$ with $R=\partial\eta/\partial\xi$, hence $|\det R|=\sqrt{\det\omega}=D$ and $d^4\eta=D\,d^4\xi$. A5 assigns one state to each $(2\pi)^2$ of $d^4\eta$.

For conservation, take the divergence of (7), allowing $B=B(\mathbf r)$ and $\Omega=\Omega(\mathbf k)$:

$$\partial_i(D\dot\xi_i)=\mathcal E_{k_xx}+\Omega\mathcal E_{yx}+\mathcal E_{k_yy}-\Omega\mathcal E_{xy}-\mathcal E_{xk_x}-B\mathcal E_{k_yk_x}-\mathcal E_{yk_y}+B\mathcal E_{k_xk_y}=0 .$$

No derivative of $B$ or $\Omega$ appears, because $\Omega$ is differentiated with respect to position and $B$ with respect to $\mathbf k$. ∎

*Remark 3.* The bare divergence is $\partial_i\dot\xi_i=-\dot\xi_i\partial_i\ln D$, which is not zero in general, so $(\mathbf r,\mathbf k)$ are not canonical. Conservation alone does not fix the density, since $D$ times any function of $\mathcal E$ is conserved too; the determinant fixes it. A symbolic test with arbitrary functions confirms the determinant, the first and third of (7) and the vanishing divergence, and finds a nonzero bare divergence in a specific case. Corrections of order $B$ to the states $u$ would change $\Omega$ at order $B$ and $D$ at order $B^2$, so $D$ is a first-order result, valid for $|B\Omega|\ll1$.

## Part II. Proof, corollaries and the Haldane model

The following is taken from Part I. Units are atomic, the charge is $-1$ and $\mathbf B=B\hat{\mathbf z}$. The bands $\varepsilon_n$ and states $u_n$ belong to $H_{\mathbf k}$, $f$ is the Fermi function, $g=-T\ln(1+e^{-(\varepsilon-\mu)/T})$, and $g'=f$. The moment $m_n$ and the Berry curvature $\Omega_n$ are given by (2), or by (6) in terms of $P_{nn'}=-P_{n'n}$. A packet has energy $\varepsilon_n-m_nB$ (Lemma 3) and moves by (7), and the density of states is $(1+B\Omega_n)/(2\pi)^2$ (Lemma 5). Below, $\int_k$ stands for $\int_{\rm BZ}d^2k/(2\pi)^2$.

Under the stated assumptions, this part has established, to first order in $B$, the packet energy $\varepsilon_n-m_nB$ and the density of states $(1+B\Omega_n)/(2\pi)^2$. It remains to combine them into a proof of (1), draw the corollaries, and compare the result in the Haldane model with calculations that do not use A5.
